**Corrugation decay by surface diffusion, tested with individual steps**

A small corrugation of wavelength λ decays as exp(−Bk⁴t), with k = 2π/λ and B = DνΩ²γ/(k_BT), so 3600 s at 1000 nm becomes 5.76 s at 200 nm. Here D is the surface diffusion coefficient, ν the density of surface sites, Ω the atomic volume, γ the surface stiffness and k_BT the thermal energy. The program integrates the motion of repelling steps that exchange atoms across terraces, and asserts that the small-amplitude decay times and their ratio agree with the continuum law within 0.2 %. It asserts the same agreement of the ratio for decay to one tenth, for slow attachment at steps and for corrugations of equal slope; the output gives 624.6 in each case, against 625. At an amplitude of 1 nm, the 200 nm corrugation decays 0.59 % more slowly than the linear law predicts. Further assertions compare the bulk-diffusion rate with a finite-difference depth solution, the evaporation flux with a velocity integral, and the thermal amplitude with a Boltzmann average. The nickel parameters are rough, and the diffusion coefficient of 2.34 × 10⁻⁷ cm²/s is inferred from the given hour.

## Verification by program

```python
# Result under test: a small corrugation of wavelength lam that flattens by
# surface diffusion decays as exp(-B k^4 t), k = 2 pi/lam, so its decay time
# scales as lam^4: 3600 s at 1000 nm becomes 5.76 s at 200 nm.
# B = D nu Omega^2 gamma/(kT): D surface diffusion coefficient, nu surface
# sites per area, Omega atomic volume, gamma = 6 g s0 stiffness of a stepped
# surface of mean slope s0 with free energy f0 + beta s + g s^3.
# Independent road: motion of individual repelling steps that exchange atoms
# across terraces. Units inside the program: nm, eV, s, K.
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded

# Given data and rough parameters of stepped nickel near (111)
lam_long, lam_short, tau_long = 1000.0, 200.0, 3600.0
temperature = 1000.0
lattice = 0.35
terrace = 2.0
repulsion = 0.5            # g, eV/nm^2
amplitude = 1.0            # nm
bulk_diffusion_cm2 = 2e-15
vapour_torr = 2e-12
mass_u = 59.0
area = 1.0e8               # nm^2, a 10 um by 10 um field

kT = const.k * temperature / const.e
omega = lattice**3 / 4
sites = 4 / (np.sqrt(3) * lattice**2)
step_height = lattice / np.sqrt(3)
slope0 = step_height / terrace
stiffness = 6 * repulsion * slope0
k_long, k_short = 2 * np.pi / lam_long, 2 * np.pi / lam_short

# Derived formulas
B = 1 / (tau_long * k_long**4)
D = B * kT / (sites * omega**2 * stiffness)
tau_short = tau_long * (lam_short / lam_long)**4
assert round(tau_short, 1) == 5.8


def step_decay(lam, amp, extra=0.0):
    """Times for the staircase corrugation to fall to 1/e and to 1/10.

    extra: added diffusion length per terrace due to slow attachment."""
    n = int(round(lam / terrace))
    k = 2 * np.pi / lam
    one = sp.identity(n, format="csr")
    forward = (one[np.r_[1:n, 0]] - one).tocsr()
    backward = (-forward.T).tocsr()
    pair = repulsion * step_height**3      # energy pair/gap^2 per terrace
    per_atom = omega / step_height
    mobility = D * sites / kT

    def parts(y):
        gap = terrace + forward @ y
        mu = -per_atom * (backward @ (2 * pair / gap**3))
        return gap, forward @ mu, gap + extra

    def velocity(t, y):
        gap, dmu, width = parts(y)
        current = -mobility * dmu / width
        return per_atom * (backward @ current)

    def jacobian(t, y):
        gap, dmu, width = parts(y)
        mu_y = per_atom * (backward @ sp.diags(6 * pair / gap**4) @ forward)
        cur_y = -mobility * (sp.diags(1 / width) @ forward @ mu_y
                             - sp.diags(dmu / width**2) @ forward)
        return sp.csc_matrix(per_atom * (backward @ cur_y))

    index = np.arange(n)

    def height_amplitude(y):
        x = index * terrace + y
        return 2 * step_height / (lam * k) * abs(np.exp(-1j * k * x).sum())

    # Place steps where the smooth corrugated surface crosses half levels
    x = (index + 0.5) * terrace
    for _ in range(60):
        miss = slope0 * x + amp * np.cos(k * x) - (index + 0.5) * step_height
        x = x - miss / (slope0 - amp * k * np.sin(k * x))
    assert np.max(np.abs(miss)) < 1e-9 and np.all(np.diff(x) > 0)
    y0 = x - index * terrace
    start = height_amplitude(y0)
    assert abs(start / amp - 1) < 0.01

    def to_e(t, y):
        return np.log(height_amplitude(y) / start) + 1

    def to_tenth(t, y):
        return np.log(height_amplitude(y) / start) + np.log(10)

    to_tenth.terminal = True
    t_end = 5 * tau_long * (lam / lam_long)**4 * (1 + extra / terrace)
    run = solve_ivp(velocity, (0, t_end), y0, method="BDF", jac=jacobian,
                    events=[to_e, to_tenth], rtol=1e-6, atol=1e-7)
    assert run.success and len(run.t_events[1]) == 1
    return run.t_events[0][0], run.t_events[1][0]


# Small amplitude: step motion against the continuum law
tiny = 0.05
lin_long = step_decay(lam_long, tiny)
lin_short = step_decay(lam_short, tiny)
ratio_e = lin_long[0] / lin_short[0]
ratio_tenth = lin_long[1] / lin_short[1]
assert abs(lin_long[0] / tau_long - 1) < 2e-3
assert abs(lin_short[0] / tau_short - 1) < 2e-3
# Discrete steps shift the ratio by about 0.07 percent
assert abs(ratio_e / 625 - 1) < 2e-3
assert abs(ratio_tenth / 625 - 1) < 2e-3
discreteness = (k_short * terrace)**2 / 6
assert abs(lin_short[0] / tau_short - 1 - discreteness) < 4e-4

# Slow attachment: both times lengthen, their ratio stays
extra_length = 4.0
slow_long = step_decay(lam_long, tiny, extra_length)
slow_short = step_decay(lam_short, tiny, extra_length)
slow_factor = slow_short[0] / lin_short[0]
slow_ratio = slow_long[0] / slow_short[0]
assert abs(slow_factor / (1 + extra_length / terrace) - 1) < 2e-3
assert abs(slow_ratio / 625 - 1) < 2e-3

# Finite amplitude, first equal heights and then equal slopes
real_long = step_decay(lam_long, amplitude)
real_short = step_decay(lam_short, amplitude)
similar_long = step_decay(lam_long, amplitude * lam_long / lam_short)
similar_ratio = similar_long[0] / real_short[0]
assert abs(real_short[0] / tau_short - 1) < 0.03
assert abs(similar_ratio / 625 - 1) < 2e-3


# Bulk diffusion: the potential below the surface obeys mu'' = k^2 mu
def bulk_gradient(k, n=4000):
    dz = 12 / k / n
    bands = np.ones((3, n - 1))
    bands[1] = -(2 + (k * dz)**2)
    rhs = np.zeros(n - 1)
    rhs[0] = -1.0
    mu = solve_banded((1, 1), bands, rhs)
    return (3 - 4 * mu[0] + mu[1]) / (2 * dz)


D_bulk = bulk_diffusion_cm2 * 1e14


def bulk_rate(k):
    return D_bulk * omega * stiffness * k**3 / kT


for k in (k_long, k_short):
    numeric = D_bulk / kT * bulk_gradient(k) * omega * stiffness * k**2
    assert abs(numeric / bulk_rate(k) - 1) < 1e-3

# Evaporation: one-way flux of a Maxwell gas, then its change with mu
pressure = vapour_torr * const.torr
mass = mass_u * const.atomic_mass
kT_J = const.k * temperature
flux = pressure / np.sqrt(2 * np.pi * mass * kT_J) * 1e-18
v_th = np.sqrt(kT_J / mass)
mean_v = v_th * quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                     0, np.inf)[0]
assert abs(pressure / kT_J * mean_v * 1e-18 / flux - 1) < 1e-8


def vapour_rate(k):
    return flux * omega**2 * stiffness * k**2 / kT


for k in (k_long, k_short):
    mu_crest = omega * stiffness * k**2 * amplitude
    numeric = omega * flux * np.expm1(mu_crest / kT) / amplitude
    assert abs(numeric / vapour_rate(k) - 1) < 1e-3

bulk_share = bulk_rate(k_long) * tau_long
vapour_share = vapour_rate(k_long) * tau_long
assert bulk_share < 1e-3 and vapour_share < 1e-3
tau_if_bulk = tau_long * bulk_rate(k_long) / bulk_rate(k_short)
tau_if_vapour = tau_long * vapour_rate(k_long) / vapour_rate(k_short)


# Thermal amplitude from equipartition against a Boltzmann average
def thermal_rms(k):
    return np.sqrt(2 * kT / (area * stiffness * k**2))


phase = 2 * np.pi * np.arange(64) / 64
for k in (k_long, k_short):
    a = np.linspace(-8, 8, 801) * thermal_rms(k)
    slopes = slope0 - k * a[:, None] * np.sin(phase)
    energy = area * repulsion * (np.mean(slopes**3, axis=1) - slope0**3)
    weight = np.exp(-energy / kT)
    rms = np.sqrt(np.sum(a**2 * weight) / np.sum(weight))
    assert abs(rms / thermal_rms(k) - 1) < 1e-3


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("long wavelength", lam_long, "nm")
show("short wavelength", lam_short, "nm")
show("given decay time at long wavelength", tau_long, "s")
show("wavelength ratio", lam_long / lam_short)
show("decay time ratio, fourth power", (lam_long / lam_short)**4)
show("decay time at short wavelength", tau_short, "s", ".2f")
show("same, rounded", tau_short, "s", ".1f")
show("time if bulk diffusion ruled", tau_if_bulk, "s")
show("time if evaporation ruled", tau_if_vapour, "s")
print("-- stepped nickel, rough parameters --")
show("temperature", temperature, "K")
show("thermal energy kT", kT, "eV")
show("lattice constant", lattice, "nm")
show("atomic volume", omega, "nm^3")
show("surface site density", sites, "nm^-2")
show("step height", step_height, "nm", ".3f")
show("terrace width", terrace, "nm")
show("mean slope s0", slope0, "", ".3f")
show("step repulsion coefficient g", repulsion, "eV/nm^2")
show("stiffness gamma", stiffness, "eV/nm^2", ".3f")
show("k at long wavelength", k_long, "nm^-1")
show("k at short wavelength", k_short, "nm^-1")
show("B from the given hour", B, "nm^4/s")
show("inferred surface diffusion coefficient", D * 1e-14, "cm^2/s", ".2e")
print("-- motion of individual steps --")
show("test amplitude", tiny, "nm")
show("1/e time, long wavelength", lin_long[0], "s", ".1f")
show("1/e time, short wavelength", lin_short[0], "s", ".3f")
show("ratio of 1/e times", ratio_e, "", ".1f")
show("ratio of times to one tenth", ratio_tenth, "", ".1f")
show("extra length for slow attachment", extra_length, "nm")
show("slow attachment lengthens time by factor", slow_factor, "", ".3f")
show("ratio with slow attachment", slow_ratio, "", ".1f")
print("-- neglected effects --")
show("corrugation amplitude", amplitude, "nm")
show("peak slope / s0, long", amplitude * k_long / slope0, "", ".3f")
show("peak slope / s0, short", amplitude * k_short / slope0, "", ".3f")
show("1/e time at this amplitude, long", real_long[0], "s", ".1f")
show("1/e time at this amplitude, short", real_short[0], "s", ".3f")
show("change from 5th digit-free law, short".replace("5th digit-free", "linear"),
     100 * (real_short[0] / tau_short - 1), "%", ".2f")
show("ratio for equal slopes (5 nm and 1 nm)", similar_ratio, "", ".1f")
show("step discreteness, short", 100 * discreteness, "%", ".3f")
show("bulk diffusion coefficient", bulk_diffusion_cm2, "cm^2/s")
show("bulk / surface rate, long", bulk_share, "", ".1e")
show("vapour pressure", vapour_torr, "Torr")
show("evaporation / surface rate, long", vapour_share, "", ".1e")
show("field area", area * 1e-6, "um^2")
show("thermal rms amplitude, long", thermal_rms(k_long), "nm", ".4f")
show("thermal rms amplitude, short", thermal_rms(k_short), "nm", ".4f")
print("all tests passed")
```

Output:

```
long wavelength: 1000 nm
short wavelength: 200 nm
given decay time at long wavelength: 3600 s
wavelength ratio: 5
decay time ratio, fourth power: 625
decay time at short wavelength: 5.76 s
same, rounded: 5.8 s
time if bulk diffusion ruled: 28.8 s
time if evaporation ruled: 144 s
-- stepped nickel, rough parameters --
temperature: 1000 K
thermal energy kT: 0.08617 eV
lattice constant: 0.35 nm
atomic volume: 0.01072 nm^3
surface site density: 18.85 nm^-2
step height: 0.202 nm
terrace width: 2 nm
mean slope s0: 0.101
step repulsion coefficient g: 0.5 eV/nm^2
stiffness gamma: 0.303 eV/nm^2
k at long wavelength: 0.006283 nm^-1
k at short wavelength: 0.03142 nm^-1
B from the given hour: 1.782e+05 nm^4/s
inferred surface diffusion coefficient: 2.34e-07 cm^2/s
-- motion of individual steps --
test amplitude: 0.05 nm
1/e time, long wavelength: 3600.1 s
1/e time, short wavelength: 5.764 s
ratio of 1/e times: 624.6
ratio of times to one tenth: 624.6
extra length for slow attachment: 4 nm
slow attachment lengthens time by factor: 3.000
ratio with slow attachment: 624.6
-- neglected effects --
corrugation amplitude: 1 nm
peak slope / s0, long: 0.062
peak slope / s0, short: 0.311
1/e time at this amplitude, long: 3600.8 s
1/e time at this amplitude, short: 5.794 s
change from linear law, short: 0.59 %
ratio for equal slopes (5 nm and 1 nm): 624.6
step discreteness, short: 0.066 %
bulk diffusion coefficient: 2e-15 cm^2/s
bulk / surface rate, long: 6.7e-06
vapour pressure: 2e-12 Torr
evaporation / surface rate, long: 1.7e-10
field area: 100 um^2
thermal rms amplitude, long: 0.0120 nm
thermal rms amplitude, short: 0.0024 nm
all tests passed
```
